\section*{Angular grids for one-centre PAW energies: exactness and rotational invariance}

\section{What rotational symmetry leaves of a quadrature error}

The exchange-correlation energy of a density inside an atomic sphere does not change when the density is rotated about the nucleus. A sum over fixed angular grid points need not share this property. Symmetry nevertheless fixes the form of its error before any grid is chosen.

Write a position as $r\mathbf s$ with $|\mathbf s|=1$, and let $e_{xc}$ be the energy per volume. Integrate first over the radius, up to the sphere radius $r_c$:
\begin{equation}
F(\mathbf s)=\int_0^{r_c} r^2 e_{xc}(r\mathbf s)\,dr,\qquad
I=\int F(\mathbf s)\,d\mathbf s .
\label{F}
\end{equation}
Here $d\mathbf s$ is the element of solid angle. An angular rule has directions $\mathbf s_i$ and weights $w_i$ with $\sum_i w_i=4\pi$. Let $R$ be a rotation. For a density turned by $R^{-1}$, the function $F(\mathbf s)$ becomes $F(R\mathbf s)$, which is the same as turning the grid by $R$, and the error is
\begin{equation}
\varepsilon(R)=\sum_i w_iF(R\mathbf s_i)-I .
\label{eps}
\end{equation}

Average over uniformly distributed rotations, denoted by $\langle\cdots\rangle$. Each point $R\mathbf s_i$ then covers the sphere uniformly, so $\langle F(R\mathbf s_i)\rangle=I/4\pi$ and $\langle\varepsilon\rangle=0$. The first useful measure of symmetry breaking is therefore $\langle\varepsilon^2\rangle$, which is quadratic in the weights and in $F$. A rotational average can retain only rotational invariants of each. For angular momentum $l$, these are
\begin{equation}
a_l=\sum_{ij}w_iw_jP_l(\mathbf s_i\cdot\mathbf s_j),\qquad
b_l=\sum_{m=-l}^{l}|F_{lm}|^2,
\label{ab}
\end{equation}
where $P_l$ is a Legendre polynomial and $F_{lm}=\int Y_{lm}^*F\,d\mathbf s$, with orthonormal spherical harmonics. The answer must be a sum of products $a_lb_l$, and only its coefficients remain to be found.

Define $C(\mathbf s,\mathbf s')=\langle F(R\mathbf s)F(R\mathbf s')\rangle$. Turning both arguments by a rotation $Q$ replaces $R$ by $RQ$, which is again uniformly distributed. Hence $C$ depends on $\mathbf s\cdot\mathbf s'$ alone, and $C=\sum_l c_lP_l(\mathbf s\cdot\mathbf s')$. To find $c_l$, multiply by $P_l(\mathbf s\cdot\mathbf s')$ and integrate over both directions. Since $\int_{-1}^1P_l^2\,dt=2/(2l+1)$, the series gives
\begin{equation}
c_l\,(4\pi)(2\pi)\frac{2}{2l+1}=\frac{16\pi^2}{2l+1}\,c_l .
\end{equation}
In the definition of $C$, the substitution $\mathbf s\to R^{-1}\mathbf s$, $\mathbf s'\to R^{-1}\mathbf s'$ removes $R$. The addition theorem,
\begin{equation}
P_l(\mathbf s\cdot\mathbf s')=\frac{4\pi}{2l+1}\sum_mY_{lm}(\mathbf s)Y_{lm}^*(\mathbf s'),
\label{add}
\end{equation}
then gives $4\pi b_l/(2l+1)$ for the same integral. Thus $c_l=b_l/4\pi$. For continuous $F$ these non-negative coefficients have the finite sum $C(\mathbf s,\mathbf s)$, so the series converges uniformly.

Expanding the square in \eqref{eps} and using $\langle\sum_iw_iF(R\mathbf s_i)\rangle=I$ gives
\begin{equation}
\langle\varepsilon^2\rangle=\sum_{ij}w_iw_jC(\mathbf s_i,\mathbf s_j)-I^2
=\frac1{4\pi}\sum_{l\ge0}a_lb_l-I^2 .
\end{equation}
For $l=0$, $a_0=16\pi^2$ and $b_0=I^2/4\pi$, so this term is $I^2$ and cancels. Equation \eqref{add} also gives
\begin{equation}
a_l=\frac{4\pi}{2l+1}\sum_m\Big|\sum_iw_iY_{lm}(\mathbf s_i)\Big|^2 .
\end{equation}
It vanishes precisely when the rule integrates every harmonic of that $l>0$ correctly. If the rule is exact for all polynomials up to degree $D$, then
\begin{equation}
\boxed{\;\langle\varepsilon^2\rangle=\frac1{4\pi}\sum_{l>D}a_lb_l\;}
\label{main}
\end{equation}
The grid enters through $a_l$ and the physics through $b_l$. The design question is where $b_l$ ends, or how fast it decays.

\section{The naive grid and its failure}

Let the partial waves be $\phi_i=R_i(r)Y_{l_im_i}(\mathbf s)$ with $l_i\le l_{\max}$. The one-centre density is
\begin{equation}
n(r\mathbf s)=\sum_{ij}\rho_{ij}\,\phi_i^*(r\mathbf s)\,\phi_j(r\mathbf s),
\label{density}
\end{equation}
with a positive semidefinite Hermitian matrix $\rho_{ij}$. The harmonics with $l\le k$ span the polynomials of degree at most $k$ in $x,y,z$, restricted to the unit sphere; call this space $\Pi_k$. A product of two partial waves lies in $\Pi_{2l_{\max}}$, and so does $n$ at each radius.

The naive choice is a rule exact to degree $2l_{\max}$. It integrates the charge correctly in every orientation. It also integrates exactly any term linear in the density with a spherical potential. But the Hartree and exchange-correlation energies are not linear in the density. The square $n^2$ can contain harmonics up to $4l_{\max}$, and those above $D$ with $a_l\neq0$ are integrated wrongly by an amount that depends on orientation. Not every $l>D$ is affected: a rule symmetric under inversion has $a_l=0$ for all odd $l$.

For $l_{\max}=2$ the charge needs degree 4. A 26-point rule of degree 7 exceeds this comfortably. For the model density of the final section, it nevertheless gives errors in $\int n^2$ of up to $0.57\%$ of the exact angular result over 800 random rotations. The remedy must start from the degree of the energy integrand, not that of the density.

\section{Quadratic terms need degree \texorpdfstring{$4l_{\max}$}{4 lmax}}

\subsection*{Sufficiency}

For $n^2$ the count is immediate: two factors from $\Pi_{2l_{\max}}$ give a product in $\Pi_{4l_{\max}}$. Gradients require an argument. For a polynomial $p$ on the unit sphere the surface gradient is $\nabla_sp=\nabla p-\mathbf s\,(\mathbf s\cdot\nabla p)$, whose Cartesian components can be one degree higher than $p$, so a direct count would give only the bound $4l_{\max}+2$. At radius $r$,
\begin{equation}
|\nabla n|^2=(\partial_rn)^2+\frac1{r^2}|\nabla_sn|^2 .
\end{equation}
The radial derivative leaves the angular degree unchanged. For the second term, apply the product rule for the surface Laplacian, $\Delta_s(n^2)=2n\Delta_sn+2|\nabla_sn|^2$, to obtain
\begin{equation}
|\nabla_sn|^2=\tfrac12\Delta_s(n^2)-n\Delta_sn .
\end{equation}
Because $\Delta_sY_{lm}=-l(l+1)Y_{lm}$, the operator $\Delta_s$ raises no degree. Both terms are in $\Pi_{4l_{\max}}$.

The one-centre Hartree energy is $\tfrac12\int n\,v_H\,d^3r$, with
\begin{equation}
v_H(r\mathbf s)=\frac{e^2}{4\pi\varepsilon_0}\sum_l\int_0^{r_c}\!dr'\,r'^2
\frac{r_<^l}{r_>^{l+1}}\int\!d\mathbf s'\,P_l(\mathbf s\cdot\mathbf s')\,n(r'\mathbf s').
\end{equation}
Here $r_<$ and $r_>$ are the smaller and larger of $r,r'$. By \eqref{add}, the inner integral keeps only the part of $n$ with the same $l$. Hence $v_H$ is also in $\Pi_{2l_{\max}}$, and $n\,v_H$ is in $\Pi_{4l_{\max}}$.

A rule of degree $4l_{\max}$ therefore treats all three terms exactly in the angles, for every orientation. The radial integration has its own error. The Hartree term can also be assembled directly from the $lm$ components of $n$, without an angular grid; the degree requirement binds it only when it is evaluated on the grid. If the density expansion is truncated at angular momentum $L$, the same argument gives degree $2L$.

\subsection*{Necessity}

Could a lower degree suffice because densities are special, being positive? Fix a radius at which a partial wave of every $l\le l_{\max}$ is non-zero, with all $m$ available. Allowed densities then include all sums $\sum_kf_kp_k^2$ with $f_k\ge0$ and real $p_k\in\Pi_{l_{\max}}$. The identity
\begin{equation}
pq=\tfrac14\left[(p+q)^2-(p-q)^2\right]
\end{equation}
shows that squares span all products $pq$. Every monomial of degree at most $2l_{\max}$ is such a product, so squares span $\Pi_{2l_{\max}}$. Choose a basis made of squares. Its combinations with positive coefficients form an open set of allowed densities.

Suppose a rule integrates $n^2$ correctly for all allowed densities. Its error is a quadratic polynomial in the basis coefficients and vanishes on an open set, hence everywhere. Replacing $n$ by $f+g$ and subtracting the errors of $f^2$ and $g^2$ shows that $fg$ is integrated correctly for all $f,g\in\Pi_{2l_{\max}}$. Each monomial of degree at most $4l_{\max}$ has this form. The rule therefore has degree at least $4l_{\max}$. Positivity gives no saving. For $l_{\max}=2$ the two spaces have dimensions $5^2=25$ and $9^2=81$, as the numerical ranks confirm.

\section{Two constructions}

\subsection*{Gauss-product grid}

Use $N_\theta$ Gauss--Legendre points in $t=\cos\theta$ and $N_\phi$ equally spaced azimuths. A harmonic depends on azimuth as $e^{im\phi}$, and
\begin{equation}
\sum_{k=0}^{N_\phi-1}e^{2\pi imk/N_\phi}=0\qquad(0<|m|<N_\phi).
\end{equation}
With $N_\phi=D+1$, only $m=0$ survives up to degree $D$. What remains is a polynomial in $t$ of degree at most $D$. Gauss quadrature integrates it exactly if $2N_\theta-1\ge D$, so $N_\theta=\lfloor D/2\rfloor+1$ is enough. At $D=4l_{\max}$ the grid has
\begin{equation}
N=(2l_{\max}+1)(4l_{\max}+1)
\end{equation}
points: 15, 45 and 91 for $l_{\max}=1,2,3$. This construction extends to any degree and needs only the one-dimensional Gauss--Legendre nodes and weights, but it singles out the polar axis.

\subsection*{Lebedev grid}

A Lebedev rule is invariant under all permutations and sign changes of $x,y,z$. Averaging a polynomial over these operations changes neither its integral nor its quadrature sum, so only invariant polynomials need testing. They are symmetric polynomials in $x^2,y^2,z^2$. With $x^2+y^2+z^2=1$, they are generated by
\begin{equation}
I_4=x^4+y^4+z^4,\qquad I_6=x^2y^2z^2 .
\end{equation}

The smallest case with weights to solve for shows the method. Take the six axis directions with total fractional weight $A$ and the eight directions $(\pm1,\pm1,\pm1)/\sqrt3$ with total fractional weight $B$. Through degree 5 the independent invariants are $1$ and $I_4$. The spherical mean of $x^4$ is $\tfrac12\int_{-1}^1t^4dt=\tfrac15$, so that of $I_4$ is $\tfrac35$. On the two sets of points, $I_4$ equals $1$ and $3\cdot\tfrac19=\tfrac13$. Therefore
\begin{equation}
A+B=1,\qquad A+\tfrac13B=\tfrac35
\quad\Longrightarrow\quad B=\tfrac35,\; A=\tfrac25 .
\end{equation}
The individual weights are $4\pi/15$ and $3\pi/10$. These 14 points have degree 5, sufficient for $l_{\max}=1$.

For $l_{\max}=2$, add 24 points equivalent to $(p,\sqrt{1-p^2},0)$. Three weights and $p$ are fixed by $1,I_4,I_6,I_4^2$, which cover degree 9. For $l_{\max}=3$, an 86-point rule has five weights and three position parameters. They satisfy eight equations, for the previous invariants and $I_4I_6,I_4^3,I_6^2,I_4^2I_6$, and give degree 15. Equality of these counts does not prove that a solution exists. Here the equations were solved numerically, the weights are positive, and the degrees were tested against exact monomial integrals.

\section{Why exchange-correlation is different}

Slater exchange already shows the difficulty:
\begin{equation}
e_x=-\frac34\left(\frac3\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}\,n^{4/3}.
\end{equation}
At one radius write $n=\bar n(1+u)$, where $\bar n$ is independent of angle and $u\in\Pi_{2l_{\max}}$. For $|u|<1$,
\begin{equation}
(1+u)^{4/3}=1+\tfrac43u+\tfrac29u^2-\tfrac4{81}u^3+\cdots .
\label{series}
\end{equation}
The term $u^k$ can have degree $2kl_{\max}$. A rule of degree $4l_{\max}$ integrates the first three terms exactly. Its error starts no earlier than third order in the anisotropy, whereas the naive rule may already fail at second order. For a nearly spherical density, degree $4l_{\max}$ may thus be adequate for exchange too. The series does not terminate, so no finite degree is exact in general; whether the higher terms can be neglected depends on the density and on the energy tolerance.

Equation \eqref{main} measures the remainder. It applies equally to LDA and to gradient-corrected functionals, whose energy density depends on the scalar $|\nabla n|^2$ and rotates with the density. It also applies to the all-electron minus pseudo energy, with $F$ replaced by the difference of the two functions. The power $b_l$ of that difference must be computed afresh, since it includes their cross term.

The energy error also enters the one-centre Hamiltonian. Differentiating the discretized LDA energy with respect to $\rho_{ij}$ gives
\begin{equation}
\frac{\partial E_{xc}^{\rm grid}}{\partial\rho_{ij}}
=\sum_kw_k\int_0^{r_c}r^2\,\frac{de_{xc}}{dn}\,
\phi_i^*(r\mathbf s_k)\phi_j(r\mathbf s_k)\,dr .
\end{equation}
Energy and matrix elements should use the same grid, so that one is the derivative of the other. This consistency does not restore rotational invariance: the derivative faithfully includes the false orientation dependence.

\section{Measuring the breaking and choosing the grid}

Consider a model with $l_{\max}=2$ and normalized radial functions $R_l\propto r^le^{-r/a}$, with $a=0.30$~\AA\ and $r_c=1.00$~\AA. Two electrons occupy the $s$ wave and two occupy $h=(p_z+d_{x^2-y^2})/\sqrt2$, so $n=2|s|^2+2|h|^2$. The sphere contains 3.218 electrons. The energies are spin-unpolarized: LDA with Slater exchange and PW92 correlation, and PBE. A fine angular grid gives $-46.98$~eV and $-48.58$~eV respectively. Only this density is evaluated; there is no pseudo-density subtraction.

On the sphere surface the ratio of maximum to minimum density is 14.25. Taking $\bar n$ midway between these extremes gives
\begin{equation}
\max|u|=\frac{14.25-1}{14.25+1}=0.87 .
\end{equation}
The series \eqref{series} converges there, but the anisotropy is not small.

The table gives the root-mean-square error from \eqref{main}, with the sum cut at $l=60$, relative to the fine angular integral with the same radial grid.

\begin{center}
\begin{tabular}{lrrrr}
\hline
Rule & Points & Degree & LDA (meV) & PBE (meV)\\
\hline
Lebedev & 26 & 7 & 78.4 & 55.8\\
Lebedev & 38 & 9 & 14.6 & 6.07\\
Product & 45 & 8 & 10.7 & 4.48\\
Lebedev & 86 & 15 & 0.526 & 0.635\\
Product & 91 & 12 & 1.55 & 1.77\\
Product & 153 & 16 & 0.306 & 0.235\\
Product & 231 & 20 & 0.072 & 0.148\\
Product & 325 & 24 & 0.019 & 0.058\\
\hline
\end{tabular}
\end{center}

For the first four rules, direct evaluation at 800 random rotations agrees with the formula to within $2.3\%$ of the predicted root-mean-square value. With 38, 45 or 86 points, the errors in $\int n^2$ and $\int|\nabla n|^2$ are at rounding level, while the exchange-correlation errors remain. This separates the two requirements: degree 8 cures the quadratic terms, but not the nonlinear functional.

Degree alone does not rank grids. The 45-point product rule has a smaller error than the 38-point Lebedev rule, despite its lower degree. Equation \eqref{main} permits this, because $D$ says where the sum may start, not how large the subsequent $a_l$ are. Nor is one functional uniformly easier: PBE has the smaller error at degree 8 and the larger one at degree 12.

A root-mean-square value is not a bound. Rotating the density about $z$ relative to the 38-point rule gives LDA errors of $60.4$, $-28.9$, $-23.2$ and $16.2$~meV at $0^\circ$, $15^\circ$, $30^\circ$ and $45^\circ$. The first is $60.4/14.6=4.1$ times the root-mean-square error. Between the first two angles the mean false slope is
\begin{equation}
\frac{-28.9-60.4}{15\pi/180}\ \text{meV/rad}\approx-341\ \text{meV/rad},
\end{equation}
although the true energy has no slope at all. For PBE the first two errors are $-29.5$ and $16.9$~meV, so even the sign of the preference differs. A density aligned with the grid axes is thus not a safe test of typical accuracy.

What \eqref{main} does control is the fraction of orientations with large errors. Since $\langle\varepsilon^2\rangle$ is at least $k^2\varepsilon_{\rm rms}^2$ times the fraction with $|\varepsilon|\ge k\varepsilon_{\rm rms}$, that fraction is at most $1/k^2$.

The choice follows in two steps. Degree $4l_{\max}$ is the minimum that secures the quadratic terms. The degree is then raised until the nonlinear error is below the energy tolerance for the range of densities expected. By \eqref{main} the demanding densities are those with large $b_l$ at the $l>D$ where $a_l\neq0$, so they should be identified from $b_l$ rather than from the overall anisotropy. In this model, a root-mean-square tolerance of 1~meV is met for both functionals by the 86-point Lebedev rule but not by the 91-point product rule. For 0.1~meV, the 231-point product grid suffices for LDA, while PBE needs the 325-point grid among those evaluated. These point counts belong to this density. Its error arises almost entirely in the outer shell: for the 38-point rule the LDA root-mean-square error is 13~meV from $r>0.6r_c$ alone and 1.65~meV from $r<0.6r_c$ alone. In a PAW calculation the all-electron and pseudo densities approach each other towards $r_c$, so part of this error can cancel in their difference, and a spherical core density lowers the relative anisotropy. The counts should therefore not be transferred to real one-centre energies; the numerical check must be repeated with the actual $F$.

\section*{Computed results}
\begin{verbatim}
lmax, needed degree | Lebedev points, degree | product points, degree
  1,  4 | 14, 5 | 15, 4
  2,  8 | 38, 9 | 45, 8
  3, 12 | 86, 15 | 91, 12
lmax=2: dimension of density space 25, of products 81
decay length 0.30 angstrom, sphere radius 1.00 angstrom
electrons inside sphere: 3.217837
max/min density on sphere surface: 14.25
reference E_xc: LDA -46.9797 eV, PBE -48.5802 eV
random rotations: 800
Lebedev 26 (degree 7): max relative error n^2 5.7e-03, |grad n|^2 6.0e-03
  LDA rms formula 78.35, sampled 76.67, range 366.2 meV
  PBE rms formula 55.8, sampled 54.52, range 279.6 meV
Lebedev 38 (degree 9): max relative error n^2 8.8e-16, |grad n|^2 1.4e-15
  LDA rms formula 14.6, sampled 14.68, range 104 meV
  PBE rms formula 6.073, sampled 6.061, range 48.58 meV
product 45 (degree 8): max relative error n^2 1.2e-15, |grad n|^2 2.0e-15
  LDA rms formula 10.72, sampled 10.56, range 66.27 meV
  PBE rms formula 4.481, sampled 4.431, range 26.56 meV
Lebedev 86 (degree 15): max relative error n^2 8.8e-16, |grad n|^2 1.7e-15
  LDA rms formula 0.5258, sampled 0.5317, range 3.151 meV
  PBE rms formula 0.6353, sampled 0.6283, range 3.307 meV
Hartree max relative angular error, 40 rotations: Lebedev 26 5.5e-04, Lebedev 38 6.7e-16
Lebedev 38, rotation about z: error in E_xc (meV)
     0 deg: LDA 60.3990, PBE -29.4703
    15 deg: LDA -28.9069, PBE 16.9035
    30 deg: LDA -23.2367, PBE 0.9969
    45 deg: LDA 16.2477, PBE 1.2769
product grids: rms orientation error from formula (meV)
  degree 8, 45 points: LDA 10.7, PBE 4.48
  degree 12, 91 points: LDA 1.55, PBE 1.77
  degree 16, 153 points: LDA 0.306, PBE 0.235
  degree 20, 231 points: LDA 0.0725, PBE 0.148
  degree 24, 325 points: LDA 0.0193, PBE 0.0576
\end{verbatim}
